# Pauli–Gürsey symmetry of massless Dirac fields: from U(2) to U(2N)

## What the Lorentz group already fixes

A constant internal transformation can mix only field components that behave alike under Lorentz transformations. A massless Dirac field \(\psi\) has a left-handed part \(\psi_L\) and a right-handed part \(\psi_R\), which behave differently. Complex conjugation, however, turns a right-handed field into a left-handed one. One Dirac field is therefore two left-handed fields: \(\psi_L\) and the conjugate of \(\psi_R\). The massless kinetic term is a sum of the form "field† × derivative × field", equal for both, and a linear mixing that preserves such a sum is unitary. The expected group is \(U(2)\) for one flavour and \(U(2N)\) for \(N\) flavours. Gauge charges can spoil this, because conjugation also conjugates the charge.

It remains to find the transformation of \(\psi\) itself, to show that nothing larger is possible, and to say which gauge charges are allowed.

## Conventions

I use \(\hbar=c=1\), metric \((+,-,-,-)\), and

\[
\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3,\qquad P_{L,R}=\tfrac12(1\mp\gamma_5),\qquad \alpha^\mu=\gamma^0\gamma^\mu .
\]

The Lagrangian is \(\mathcal L=i\bar\psi\gamma^\mu\partial_\mu\psi=i\psi^\dagger\alpha^\mu\partial_\mu\psi\), with anticommuting (Grassmann) fields. In the Majorana representation all \(\gamma^\mu\) are imaginary, and three facts follow:

- \(\alpha^\mu\) is a product of two imaginary matrices, hence real. It is also Hermitian, hence symmetric.
- \(\gamma_5\) is \(i\) times a product of four imaginary matrices, hence imaginary. It is also Hermitian, hence antisymmetric: \(\gamma_5^*=\gamma_5^T=-\gamma_5\).
- \(\gamma_5\) commutes with \(\alpha^\mu\), since it anticommutes with each of the two factors.

The conjugate field is \(\psi^c=C\bar\psi^T\). With \(C=-\gamma^0\) this is \(\psi^c=\psi^*\), because \(\bar\psi^T=\gamma^{0T}\psi^*=-\gamma^0\psi^*\) and \((\gamma^0)^2=1\).

One rule is used repeatedly. For a Grassmann column \(\chi\) and a constant matrix \(M\), exchanging the two factors costs a sign:

\[
(\partial\chi^T)M\chi=-\chi^TM^T\partial\chi .
\]

If \(M^T=-M\), the right side is \(+\chi^TM\partial\chi\), so \(\chi^TM\partial\chi=\tfrac12\partial(\chi^TM\chi)\) is a total derivative and drops out of the action. If \(M\) is symmetric, \(\chi^TM\chi=0\), and \(\chi^TM\partial\chi\) is a genuine kinetic term.

## One free flavour

Try a mixture of \(\psi\) with a matrix times its conjugate,

\[
\psi'=a\psi+bM\psi^*,
\]

where \(M\) is unitary and commutes with \(\alpha^\mu\). Substitution gives four terms:

\[
\mathcal L'=|a|^2\,i\psi^\dagger\alpha^\mu\partial_\mu\psi+|b|^2\,i\psi^T\alpha^\mu\partial_\mu\psi^*
+ia^*b\,\psi^\dagger\alpha^\mu M\partial_\mu\psi^*+iab^*\,\psi^TM^\dagger\alpha^\mu\partial_\mu\psi .
\]

In the second term \(M^\dagger M=1\) has been used. Exchanging its factors and then integrating by parts gives two minus signs:

\[
i\psi^T\alpha^\mu\partial_\mu\psi^*=-i(\partial_\mu\psi^\dagger)\alpha^\mu\psi
= i\psi^\dagger\alpha^\mu\partial_\mu\psi+\text{total derivative}.
\]

The diagonal terms therefore add up to \((|a|^2+|b|^2)\mathcal L\). The cross terms drop out if \(\alpha^\mu M\) is antisymmetric. Since \((\alpha^\mu M)^T=M^T\alpha^\mu\), this requires \(M^T=-M\). The choice \(M=\gamma_5\) meets every condition, so

\[
\boxed{\;\psi'=a\psi+b\gamma_5\psi^c,\qquad |a|^2+|b|^2=1\;}
\]

is a symmetry. The chiral rotation \(\psi'=e^{i\beta\gamma_5}\psi\) is another, because \(\gamma_5\) commutes with \(\alpha^\mu\).

### Test: leave out \(\gamma_5\)

With \(M=1\) the cross terms are symmetric and survive. For \(a=\cos\theta\,e^{i\eta}\) and \(b=\sin\theta\,e^{i\zeta}\), take the \(\mu=0\) matrix and write each component of \(\psi\) as \(x+iy\). The quadratic form changes by

\[
2\,\mathrm{Re}\,[a^*b(x-iy)^2]=\sin2\theta\,[\cos(\zeta-\eta)(x^2-y^2)+2\sin(\zeta-\eta)\,xy].
\]

For \(\theta=30^\circ\), \(\eta=20^\circ\), \(\zeta=50^\circ\), the diagonal entry is \(\sin60^\circ\cos30^\circ=0.75\), larger than the off-diagonal entry \(\sin60^\circ\sin30^\circ\). The value 0.75 agrees with the program, which reports as "change" the largest change of any entry of the kinetic matrices. With \(\gamma_5\) restored the change is below \(10^{-12}\).

### The group

Define \(K\psi=\gamma_5\psi^*\). It is antilinear, \(Ki=-iK\), and

\[
K^2\psi=\gamma_5(\gamma_5\psi^*)^*=\gamma_5\gamma_5^*\psi=-\psi .
\]

Two successive transformations therefore combine as

\[
(a+bK)(a'+b'K)=(aa'-bb'^*)+(ab'+ba'^*)K ,
\]

which is the multiplication of unit quaternions, the group \(SU(2)\). The matrix \(i\gamma_5\) is real, so \(e^{i\beta\gamma_5}\) commutes with complex conjugation and hence with \(K\). The chiral \(U(1)\) and the \(SU(2)\) overlap where \(\cos\beta+i\gamma_5\sin\beta\) has the form \(a+bK\). This requires \(\sin\beta=0\), so they share only \(\pm1\). Together they form

\[
[SU(2)\times U(1)]/\mathbb Z_2=U(2).
\]

The matrix form appears in the left-handed doublet

\[
\Phi_1=P_L\psi,\qquad \Phi_2=P_L\psi^* .
\]

On left-handed components \(\gamma_5=-1\), so \(P_L\psi'=a\Phi_1-b\Phi_2\). Conjugation gives \(\psi'^*=a^*\psi^*-b^*\gamma_5\psi\), and projection turns the last sign over: \(P_L\psi'^*=a^*\Phi_2+b^*\Phi_1\). A subsequent chiral rotation multiplies both fields by \(e^{-i\beta}\). Thus

\[
\Phi'=U\Phi,\qquad U=e^{-i\beta}\begin{pmatrix}a&-b\\ b^*&a^*\end{pmatrix},\qquad \det U=e^{-2i\beta}.
\]

### Test: two familiar special cases

For \(b=0\) and \(a=e^{i\eta}\), only fermion-number and chiral phases remain, the usual \(U(1)\times U(1)\).

For \(a=0\), \(b=i\), \(\beta=-\pi/2\), use \(e^{-i\pi\gamma_5/2}=-i\gamma_5\). Then \(\psi'=(-i\gamma_5)(i\gamma_5\psi^*)=\psi^*\), which is charge conjugation. For a free massless field it is an element of the connected group \(U(2)\): it exchanges \(\Phi_1\) and \(\Phi_2\).

## N free flavours

The right-handed part of \(\psi\) is \(\psi_R=\Phi_2^*\), because \((P_L\psi^*)^*=P_L^*\psi=P_R\psi\). The Lagrangian splits by chirality, and the exchange used above turns the right-handed term into a left-handed one:

\[
i\psi_R^\dagger\alpha^\mu\partial_\mu\psi_R=i\Phi_2^T\alpha^\mu\partial_\mu\Phi_2^*
=i\Phi_2^\dagger\alpha^\mu\partial_\mu\Phi_2+\text{total derivative}.
\]

With \(N\) flavours, \(\Phi_1\) and \(\Phi_2\) each carry \(N\) entries, and

\[
\mathcal L=i\sum_{A=1}^{2N}\Phi_A^\dagger\alpha^\mu\partial_\mu\Phi_A .
\]

Every constant unitary \(2N\times2N\) matrix is a symmetry. Write it in \(N\times N\) blocks, \(U=\begin{pmatrix}A&B\\C&D\end{pmatrix}\), and rebuild \(\psi'=\Phi_1'+\Phi_2'^*\):

\[
\psi'=P_L(A\psi+B\psi^c)+P_R(D^*\psi+C^*\psi^c).
\]

For \(B=C=0\) this is \(\psi_L\to A\psi_L\), \(\psi_R\to D^*\psi_R\), the standard \(U(N)_L\times U(N)_R\) with \(2N^2\) parameters. The blocks \(B\) and \(C\) enlarge it to \(U(2N)\), with \(4N^2\) parameters.

### Nothing larger is possible

Split the field into real fields, \(\psi=(\xi_1+i\xi_2)/\sqrt2\). The cross terms of \(i\psi^\dagger\alpha^\mu\partial_\mu\psi\) are

\[
-\tfrac12(\xi_1^T\alpha^\mu\partial_\mu\xi_2-\xi_2^T\alpha^\mu\partial_\mu\xi_1)=-\tfrac12\partial_\mu(\xi_1^T\alpha^\mu\xi_2),
\]

where the exchange rule was applied to the second one. What remains is \(\mathcal L=\tfrac i2\xi^T\alpha^\mu\partial_\mu\xi\), with \(2N\) real four-component fields collected in \(\xi\).

Any constant linear map of \(\psi\) and \(\psi^*\) is a real matrix \(\mathcal R\) acting on \(\xi\). The matrices \(\mathcal R^T\alpha^\mu\mathcal R-\alpha^\mu\) are symmetric, so they cannot hide in a total derivative. Invariance demands

\[
\mathcal R^T\alpha^\mu\mathcal R=\alpha^\mu\quad\text{for each }\mu .
\]

Since \(\alpha^0=1\), the case \(\mu=0\) says that \(\mathcal R\) is orthogonal. The spatial cases then say that \(\mathcal R\) commutes with \(\alpha^1,\alpha^2,\alpha^3\). It therefore also commutes with their product, which is

\[
\alpha^1\alpha^2\alpha^3=(\gamma^0\gamma^1\gamma^0)\gamma^2\gamma^0\gamma^3=-\gamma^1\gamma^2\gamma^0\gamma^3=-\gamma^0\gamma^1\gamma^2\gamma^3=i\gamma_5 .
\]

The real matrix \(I=i\gamma_5\) has \(I^2=-1\) and serves as an imaginary unit. It makes the four real spinor components into two complex ones, on which the \(\alpha^i\) act as an irreducible set of Pauli matrices. By Schur's lemma, a spin matrix commuting with them is a complex number \(x+yI\). Hence

\[
\mathcal R=P\otimes1+Q\otimes I,
\]

with real \(2N\times2N\) matrices \(P,Q\). Because \(I^T=-I\), orthogonality of \(\mathcal R\) is the statement that \(W=P+iQ\) obeys \(WW^\dagger=1\). The full group of constant linear internal symmetries is \(U(2N)\).

### Test: count the generators

The number of independent solutions can be found without this argument, as the null space of the commutation conditions on antisymmetric matrices. It gives 4, 16 and 36 for \(N=1,2,3\), in agreement with \(4N^2\).

## Switching on a gauge field

Let the flavours share one irreducible representation \(R\), with Hermitian generators \(T^a\) acting equally on \(\psi_L\) and \(\psi_R\). The derivative becomes \(\partial_\mu-igA^a_\mu T^a\), and the gauge field is left untouched by the symmetry. Conjugating the derivative of \(\psi\) gives \(\partial_\mu+igA_\mu^aT^{a*}\) for \(\psi^*\). The generators on the two halves of \(\Phi\) are therefore

\[
\Phi_1:\ T^a,\qquad \Phi_2:\ -T^{a*}.
\]

A surviving \(U\) must commute with them. By Schur's lemma its diagonal blocks act on flavour alone. The off-diagonal block \(B\) must satisfy \(T^aB=B(-T^{a*})\), so it links \(R^*\) to \(R\). There are two outcomes.

- **\(R\) is not equivalent to \(R^*\) (complex).** Then \(B=C=0\), and \(U(N)\times U(N)\) is left.
- **\(R\) is equivalent to \(R^*\).** There is a unitary \(S\) with \(S(-T^{a*})S^{-1}=T^a\). Redefining \(\Phi_2=SP_L\psi^*\) puts all \(2N\) fields in the same representation, and \(U(2N)\) survives.

The full \(U(2N)\) therefore survives exactly when the gauge representation is not complex. A nonzero \(U(1)\) charge \(q\) is complex in this sense, since \(q\) and \(-q\) are inequivalent.

### Which conjugate field mixes with \(\psi\)

Conjugating the defining relation of \(S\) and inserting it into itself shows that \(SS^*\) commutes with all \(T^a\), so \(SS^*=\lambda\). Unitarity then gives \(S^*=\lambda S^\dagger\), whose transpose is \(S^\dagger=\lambda S^*\). Inserting one into the other gives \(\lambda^2=1\), and so \(S^T=\lambda S\) with \(\lambda=\pm1\). The representation is called real for \(\lambda=+1\) and pseudoreal for \(\lambda=-1\).

The mixing matrix \(M\) must still be antisymmetric, now in spin and gauge indices together:

\[
\text{real: }\ \psi'=a\psi+b\gamma_5S\psi^c,\qquad
\text{pseudoreal: }\ \psi'=a\psi+bS\psi^c .
\]

In the pseudoreal case \(S\) supplies the antisymmetry and \(\gamma_5\) must be absent.

### Test: SU(2) doublet and triplet

For the doublet, \(S=i\sigma_2\) is antisymmetric. For the triplet with imaginary generators, \(S=1\). With the angles used above, the kinetic matrices change as follows. The doublet entry 0.75 holds in the program's Majorana representation, where the entries of \(\gamma_5\alpha^\mu\) are \(0\) or \(\pm i\). In a Majorana basis rotated by a real orthogonal matrix the largest entry can be smaller, while the largest singular value of the change, \(\sin2\theta=0.866\), does not depend on the basis. What matters is zero against nonzero.

| Representation | partner \(S\psi^c\) | partner \(\gamma_5S\psi^c\) |
|---|---|---|
| doublet | below \(10^{-12}\) | 0.75 |
| triplet | 0.75 | below \(10^{-12}\) |

The null-space count for \(N=1\) and \(N=2\) gives 4 and 16 for both of these representations. For a \(U(1)\) charge and for the \(SU(3)\) triplet, which are complex, it gives 2 and 8, that is \(2N^2\).

### Where the statement stops

These are symmetries of the classical Lagrangian. In a quantized non-Abelian gauge theory the axial anomaly breaks the common phase of all \(\Phi_A\) as a continuous symmetry. That is a standard result which I use here without deriving it; it leaves \(SU(2N)\) as the continuous symmetry for real and pseudoreal \(R\). For complex \(R\) it removes the axial phase from \(U(N)\times U(N)\). Fermion number is untouched, because \(\Phi_1\) and \(\Phi_2\) contribute to its anomaly with opposite signs. With a \(U(1)\) gauge field the axial current is likewise not conserved. The free theory has no gauge field and is not affected.

## Switching on a mass

A common Dirac mass adds \(-m\psi^\dagger\gamma^0\psi\). In real fields, for the free case,

\[
\psi^\dagger\gamma^0\psi=\tfrac12\left[\xi_1^T\gamma^0\xi_1+\xi_2^T\gamma^0\xi_2+i(\xi_1^T\gamma^0\xi_2-\xi_2^T\gamma^0\xi_1)\right].
\]

The matrix \(\gamma^0\) is imaginary and Hermitian, hence antisymmetric, so the exchange rule makes the last two terms cancel. The result describes \(2N\) Majorana fields of equal mass. Rotations among them form \(O(2N)\), with \(N(2N-1)\) parameters.

With a gauge representation equivalent to its conjugate, \(\psi_R^\dagger=\Phi_2^TS^*\). The mass term contains \(\Phi_2^TS^*\gamma^0\Phi_1\) plus its Hermitian conjugate. Exchanging factors and using \(S^\dagger=\lambda S^*\),

\[
\Phi_2^TS^*\gamma^0\Phi_1=\lambda\,\Phi_1^TS^*\gamma^0\Phi_2
=\tfrac12\Phi^TS^*\gamma^0\begin{pmatrix}0&\lambda\\1&0\end{pmatrix}\Phi .
\]

The surviving \(U\) preserve this flavour matrix. It is symmetric for real \(R\), which gives \(O(2N)\) again, and antisymmetric for pseudoreal \(R\), which gives the compact group \(Sp(2N)\) with \(N(2N+1)\) parameters. For complex \(R\) the blocks must obey \(D^TA=1\), so \(D=A^*\) and \(U(N)\) is left.

### Test: count again with a mass

For \(N=2\) the count gives 6 for free fields and for the \(SU(2)\) triplet, 10 for the \(SU(2)\) doublet, and 4 for the two complex cases. For one free flavour the four generators shrink to one, fermion number. The mass thus fixes the pair \(\Phi_1,\Phi_2\) up to opposite phases and an exchange of the two, which is charge conjugation. Without the mass, any unitary mixture of the two fields would serve equally well.

## What the rotation does to a particle

Take the angles above with \(\beta=15^\circ\). Then

\[
a=0.8138+0.2962\,i,\qquad b=0.3214+0.3830\,i .
\]

The matrix \(U\), extracted from transformed spinors, is

\[
U=\begin{pmatrix}0.8627+0.0755\,i&-0.4096-0.2868\,i\\0.2113-0.4532\,i&0.7094-0.4967\,i\end{pmatrix}.
\]

The formula explains the entries: \(U_{11}=\cos30^\circ\,e^{i(20^\circ-15^\circ)}\) and \(U_{12}=-\sin30^\circ\,e^{i(50^\circ-15^\circ)}\). The determinant, \(0.8660-0.5000\,i\), is \(e^{-i30^\circ}=e^{-2i\beta}\).

Now take a left-handed wave \(\psi=u\,e^{-iEt+i\mathbf p\cdot\mathbf x}\) with \(\mathbf p=(1,2,2)\) in an arbitrary energy unit, so \(E=\sqrt{1+4+4}=3\). The spinor obeys \(\boldsymbol\alpha\cdot\mathbf p\,u=Eu\) and \(\gamma_5u=-u\). Since the spin matrices are \(\Sigma^i=\gamma_5\alpha^i\), its helicity is negative: \(\boldsymbol\Sigma\cdot\hat{\mathbf p}\,u=-u\).

The symmetry adds a second wave. Because \(\gamma_5u^*=-(\gamma_5u)^*=u^*\), that wave is

\[
b\,e^{i\beta}u^*\,e^{+iEt-i\mathbf p\cdot\mathbf x}.
\]

It has energy \(-E\) and momentum \(-\mathbf p\). The matrices \(\Sigma^i\) are imaginary, so conjugation reverses the spin: \(\boldsymbol\Sigma\cdot\hat{\mathbf p}\,u^*=+u^*\). A negative-energy wave stands for an antiparticle with all these quantities reversed, so the antiparticle has energy \(E\), momentum \(\mathbf p\) and negative helicity.

In the quantized field, \(\Phi_1\) annihilates the negative-helicity particle (operator \(b_-\)) and \(\Phi_2\) the negative-helicity antiparticle (operator \(d_-\)), with the same spinor \(u\). Comparing coefficients in \(\Phi'=U\Phi\),

\[
b_-'=U_{11}b_-+U_{12}d_-,\qquad d_-'=U_{21}b_-+U_{22}d_- .
\]

Annihilation operators mix only with annihilation operators, so the vacuum is unchanged. The state \(b_-'^\dagger|0\rangle\) is a particle with probability \(|U_{11}|^2=\cos^230^\circ=0.75\) and an antiparticle with probability \(|U_{12}|^2=\sin^230^\circ=0.25\), equal to the weights of the two waves in the numerical output. The second wave enters \(\Phi_2'\) with coefficient \(b^*e^{-i\beta}=U_{21}\), so its weight is \(|U_{21}|^2\); this agrees with \(|U_{12}|^2\) because \(|U_{21}|=|U_{12}|=|b|\). The mean fermion number of the state \(b_-'^\dagger|0\rangle\) is \(0.75-0.25=0.50\). Momentum, energy and helicity are the same in both components; fermion number alone distinguishes them.

If the field carried electric charge, this state would superpose opposite charges, and the gauge coupling would tell its two parts apart. That is the physical content of the restriction to \(U(N)\times U(N)\) for complex charges.

## Table of computed values

```
All quantities dimensionless unless a unit is given
theta, eta, zeta, beta = 30, 20, 50, 15 degrees
a = +0.8138 +0.2962 i
b = +0.3214 +0.3830 i
U[1,1] from spinors = +0.8627 +0.0755 i
U[1,2] from spinors = -0.4096 -0.2868 i
U[2,1] from spinors = +0.2113 -0.4532 i
U[2,2] from spinors = +0.7094 -0.4967 i
det U = +0.8660 -0.5000 i
kinetic change, a psi + b gamma5 psi^c: below 1e-12 is True
kinetic change, a psi + b psi^c (no gamma5) = 0.7500
kinetic change, generic U(4), N=2: below 1e-11 is True
commutator of that U(4) element with U(1) charge = 0.9682
SU(2) doublet, plain partner: kinetic change = 0 (below 1e-12)
SU(2) doublet, gamma5 partner: kinetic change = 0.7500
SU(2) triplet, plain partner: kinetic change = 0.7500
SU(2) triplet, gamma5 partner: kinetic change = 0 (below 1e-12)
Symmetry dimensions: case, type, N, massless, massive
  free           real        N=1    4    1
  free           real        N=2   16    6
  free           real        N=3   36   15
  U(1) charge    complex     N=1    2    1
  U(1) charge    complex     N=2    8    4
  SU(2) doublet  pseudoreal  N=1    4    3
  SU(2) doublet  pseudoreal  N=2   16   10
  SU(2) triplet  real        N=1    4    1
  SU(2) triplet  real        N=2   16    6
  SU(3) triplet  complex     N=1    2    1
  SU(3) triplet  complex     N=2    8    4
plane wave p = (1, 2, 2), E = 3.0000 (same arbitrary energy unit)
particle weight = 0.7500
antiparticle weight = 0.2500
mean fermion number = 0.5000
```
